# Why Mulliken-projected densities of states can be negative and Löwdin's cannot

Suppose that an orbital-projected density of states is to tell how much s character a conduction band has, and the s curve dips below zero. One must decide whether the calculation is faulty, whether the negative part may be cut off, or whether another projection should be used. A negative Mulliken curve can come from a correct calculation. Cutting it off spoils the sum over orbitals, and Löwdin projection removes the sign but brings a convention of its own. All three statements can be followed in a silicon-like model that reduces, at one point of the Brillouin zone, to two orbitals.

## Two ways to divide one state

Let a normalized state be $\psi=\sum_\mu c_\mu\phi_\mu$, with overlap matrix $S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle$. Normalization reads $c^\dagger Sc=1$. The Mulliken weight of orbital $\mu$ is

$$M_\mu=\mathrm{Re}\,[c_\mu^*(Sc)_\mu]
=|c_\mu|^2S_{\mu\mu}+\mathrm{Re}\sum_{\nu\ne\mu}c_\mu^*S_{\mu\nu}c_\nu .$$

The first part, the net term, cannot be negative. The second is half of the overlap population that $\mu$ shares with the other orbitals; Mulliken's rule gives each partner an equal half. A negative weight therefore needs an overlap term that is negative, which is what antibonding means here, and larger in size than the net term.

Since $(Sc)_\mu=\langle\phi_\mu|\psi\rangle$, the weight is also the product of two different numbers: the coefficient used to build the state, and the amplitude found by projecting the state on the orbital. In an orthonormal basis they are equal and the product is a square. With overlap they can have opposite signs.

Löwdin's method first forms the orthonormal functions $\chi_\mu=\sum_\nu\phi_\nu(S^{-1/2})_{\nu\mu}$. Their amplitudes are $\langle\chi_\mu|\psi\rangle=(S^{-1/2}Sc)_\mu=(S^{1/2}c)_\mu$, so

$$L_\mu=|(S^{1/2}c)_\mu|^2\ge0,\qquad \sum_\mu L_\mu=c^\dagger Sc=1 .$$

The Mulliken weights also add up to $c^\dagger Sc=1$. The projected density of states, per spin and cell, is

$$g_\mu(E)=\frac1{N_k}\sum_{\mathbf k,n}M_{\mu n}(\mathbf k)\,\delta(E-E_{n\mathbf k}),$$

or the same with $L_{\mu n}$. A positive broadening function cannot make a sum of nonnegative Löwdin weights negative.

## Antibonding is necessary, not sufficient

Take two real, normalized orbitals with overlap $s$. Then $M_1=c_1(c_1+sc_2)$, which is negative when $c_1c_2s<0$ and $|c_1|<|sc_2|$. The second orbital has a tail of amplitude $sc_2$ on the first. The antibonding admixture $c_1$ opposes this tail. If it cancels the tail completely, $c_1=-sc_2$ and $M_1=0$. If it is larger, $M_1>0$. The weight is negative when the cancellation is incomplete.

The antibonding state of two equal orbitals has $c_1=-c_2$ and $c_1^2=1/[2(1-s)]$, so that

$$M_1=c_1^2(1-s)=\tfrac12 .$$

It is fully antibonding, yet neither weight is negative.

## How negative a weight can be

Define the dual function $\tilde\phi_\mu=\sum_\nu\phi_\nu(S^{-1})_{\nu\mu}$. It satisfies $\langle\tilde\phi_\mu|\psi\rangle=(S^{-1}Sc)_\mu=c_\mu$ and $\langle\tilde\phi_\mu|\phi_\mu\rangle=1$, and its squared norm is $(S^{-1})_{\mu\mu}$. Hence $M_\mu$ is the expectation value of

$$A=\tfrac12\left(|\phi_\mu\rangle\langle\tilde\phi_\mu|+|\tilde\phi_\mu\rangle\langle\phi_\mu|\right).$$

This operator has at most two nonzero eigenvalues. Their sum is $\mathrm{Tr}A=1$. With $N^2=S_{\mu\mu}(S^{-1})_{\mu\mu}$, the sum of their squares is $\mathrm{Tr}A^2=(1+N^2)/2$. Their product is therefore $\tfrac12[1-(1+N^2)/2]=(1-N^2)/4$, and the eigenvalues are $(1\pm N)/2$. So

$$M_\mu\ge\tfrac12\left[1-\sqrt{S_{\mu\mu}(S^{-1})_{\mu\mu}}\right].$$

The Cauchy–Schwarz inequality gives $N\ge|\langle\tilde\phi_\mu|\phi_\mu\rangle|=1$, with equality only if $\tilde\phi_\mu$ is parallel to $\phi_\mu$, that is, if $\phi_\mu$ overlaps no other orbital. With any overlap, some state in the span has a negative weight. Whether an energy eigenstate does so depends on the Hamiltonian.

A sum rule limits the effect on the whole spectrum. Let the columns of the square matrix $C$ be all the eigenstates. From $C^\dagger SC=1$, the matrix $C^\dagger S$ is the inverse of $C$, so $CC^\dagger S=1$ as well. The diagonal elements of this equation say $\sum_nM_{\mu n}=1$. What an orbital lacks in one state it has in excess in others.

## The rule for two orbitals

Let $H$ and $S$ be real $2\times2$ matrices with $S_{12}\ne0$, and write

$$e_i=\frac{H_{ii}}{S_{ii}},\qquad r=\frac{H_{12}}{S_{12}} .$$

The equation $Hc=ESc$ has solutions $a$ and $b$. The matrices $P_n=c_nc_n^{T}S$ obey $P_a+P_b=1$, and their diagonal elements are the Mulliken weights. Multiplying the eigenvalue equation by $S^{-1}$ gives

$$S^{-1}H=E_aP_a+E_bP_b=E_b+(E_a-E_b)P_a .$$

$P_a$ has rank one, so its determinant vanishes: $(P_a)_{11}(P_a)_{22}=(P_a)_{12}(P_a)_{21}$. The left side is $M_1M_2$ for state $a$. The off-diagonal elements on the right are those of $S^{-1}H$ divided by $E_a-E_b$. With $D=\det S$, the inverse of a $2\times2$ matrix gives

$$(S^{-1}H)_{12}=\frac{S_{22}H_{12}-S_{12}H_{22}}{D}=\frac{S_{12}S_{22}(r-e_2)}{D},$$

$$(S^{-1}H)_{21}=\frac{S_{11}H_{12}-S_{12}H_{11}}{D}=\frac{S_{12}S_{11}(r-e_1)}{D}.$$

Therefore

$$M_1M_2=\frac{S_{11}S_{22}S_{12}^2\,(r-e_1)(r-e_2)}{D^2(E_a-E_b)^2}.$$

Because $M_1+M_2=1$, at most one weight is negative, and one is negative exactly when $r$ lies between $e_1$ and $e_2$. The same steps with Löwdin's orthonormal functions lead to a symmetric Hamiltonian. The product of its off-diagonal elements is a square, and the negative sign cannot arise. A negative weight thus requires the off-diagonal elements of $S^{-1}H$ to have opposite signs, which is possible only because this matrix need not be symmetric.

The rule has a consequence for ordinary bonds. Let $e_1\le e_2$, and let $E$ be the lower eigenvalue, so $E\le e_1$ by the variational principle. Multiplying the first row of the eigenvalue equation by $c_1$ gives

$$c_1c_2S_{12}(r-E)=-S_{11}(e_1-E)c_1^2\le0 .$$

If the lower state is bonding, $c_1c_2S_{12}>0$, then $r\le E\le e_1$. This is outside the interval, and the antibonding partner has no negative weight. Two orbitals give a negative weight only if both states have a negative overlap term.

Three orbitals are less restricted. Let all pair overlaps be $1/2$, so $(Sc)_\mu=\tfrac12(c_\mu+\sum_\nu c_\nu)$. Take a lowest state proportional to $(1,1,9)$, which is bonding between every pair, and an upper state proportional to $v=(1,-6,3)$. Then $Sv=\tfrac12(-1,-8,1)$, and the two states are orthogonal because $-1-8+9=0$. The norm is $v^TSv=25$, and the upper weights are $(-0.02,\,0.96,\,0.06)$. A Hamiltonian with these eigenstates can be written down for any chosen energies, so a bonding lowest state no longer excludes a negative weight above it.

## A silicon-like crystal at the X point

The model is one electron in a local pseudopotential on the diamond lattice, with $a=0.543$ nm and atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(a/8)(1,1,1)$. Wave vectors are in units of $Q=2\pi/a$. The potential couples plane waves differing by $\mathbf G$ with strength $V_{|G|^2}\cos(\mathbf G\cdot\boldsymbol\tau)$, where $V_3=-2.9$ eV, $V_8=0.5$ eV and $V_{11}=1.1$ eV. Each atom carries one s Gaussian, $\phi_s\propto e^{-r^2/2w^2}$, and three p Gaussians of the same width, all normalized in free space.

At X, $\mathbf k=(1,0,0)$, symmetry separates the sum of the two s Bloch functions and the difference of the two $p_x$ Bloch functions from the rest. The longest waves available to them are

$$u_1=\frac{|100\rangle+|\bar100\rangle}{\sqrt2},\qquad
u_2=\frac{|01\bar1\rangle+|0\bar11\rangle}{\sqrt2}.$$

The s sum has amplitude proportional to $\cos(\mathbf q\cdot\boldsymbol\tau)\,e^{-q^2Q^2w^2/2}$. The cosine is $1/\sqrt2$ on the waves of $u_1$ and 1 on those of $u_2$. The p difference is proportional to $q_x\sin(\mathbf q\cdot\boldsymbol\tau)$, which is equal on both waves of $u_1$ and zero on $u_2$, where $q_x=0$. Dropping shorter waves, the unit vectors are

$$p=u_1,\qquad s=\cos\alpha\,u_1+\sin\alpha\,u_2,\qquad \tan\alpha=\sqrt2\,e^{-Q^2w^2/2}.$$

Let $T=\hbar^2Q^2/2m=5.10$ eV. The diagonal energies are $T$ and $2T+V_8$; the wave vector $(2,0,0)$ joining the two parts of $u_1$ has a vanishing cosine. The coupling is a sum of four equal terms, $4\cdot\tfrac12\cdot V_3/\sqrt2=\sqrt2V_3$. It is negative, so the lower state has equal signs, $\cos\beta\,u_1+\sin\beta\,u_2$, with

$$\tan2\beta=\frac{2\sqrt2\,|V_3|}{T+V_8}=\frac{8.20}{5.60},\qquad \beta=27.8^\circ .$$

The upper state is $-\sin\beta\,u_1+\cos\beta\,u_2$. Only s contains $u_2$, so $c_s=\cos\beta/\sin\alpha$. The amplitude is $\langle s|\psi\rangle=-\sin\beta\cos\alpha+\cos\beta\sin\alpha=\sin(\alpha-\beta)$. Hence

$$M_s^{\rm upper}\approx\frac{\cos\beta\,\sin(\alpha-\beta)}{\sin\alpha}.$$

The coefficient of p is $-\sin\beta-\cos\beta\cot\alpha<0$, while that of s is positive and their overlap $\cos\alpha$ is positive. The upper state is antibonding for every $\alpha$ between 0 and $90^\circ$, but its s weight is negative only for $\alpha<\beta$. At $\alpha=\beta$ the s sum is itself the lower eigenstate, and the upper state is orthogonal to it. A more diffuse orbital contains too little $u_2$. The upper state must then be built from a large s coefficient and a large opposing p coefficient, and what remains has a negative amplitude on s. In this two-wave estimate, a vanishing potential gives $\beta\to0$ and $M_s\to1$; for very diffuse orbitals, $\alpha\to0$ and the weight falls without limit.

## Reading the numbers

For $w=0.14$ nm, $\alpha=20.8^\circ$ and the estimate is $0.884\times(-0.122)/0.356=-0.30$. The full two-orbital calculation, with the shorter waves kept, gives

$$M_s=2.482\times(-0.1205)=-0.299 .$$

The net term is $6.160$ and the overlap term $-6.459$: the weight is a small difference of large numbers. The p weight is $1.299$. Measured from the valence top of the plane-wave solution, the levels are $e_s=-7.34$ eV and $e_p=-5.39$ eV, and $r=-6.90$ eV lies between them, as the rule requires. (A larger plane-wave cutoff lowers the valence top by $0.025$ eV, so these orbital energies all rise by that amount; their order is unchanged.) The lower state has the mirrored weights, $1.299$ for s and $-0.299$ for p. The normalized overlap is $0.934$, for which the general bound is $\tfrac12(1-1/\sqrt{1-0.934^2})\approx-0.90$; the eigenstate stays well above it.

With the potential held fixed and $w$ reduced to $0.10$ nm, $r=-9.12$ eV lies below both levels. The upper state is still antibonding, with overlap term $-1.69$, but the net term $2.04$ is larger and $M_s=0.35$. The two-wave formula gives about $0.21$ here: the sign is right, but for compact orbitals the dropped waves matter. The weight changes sign at $w=0.124$ nm, against $0.121$ nm from setting $\alpha=\beta$.

The effect survives the sum over the zone. On an $8\times8\times8$ mesh with Gaussian broadening of $0.2$ eV, the diffuse basis gives an s-projected density of $-0.31$ per eV at $3.7$ eV above the plane-wave valence top (about $2.4$ eV above the valence top of the diffuse basis itself), where the total is $0.69$ per eV and the Löwdin s value is $0.24$ per eV. On a shifted $16\times16\times16$ mesh the three values at the minimum become $-0.30$, $0.63$ and $0.22$ per eV; a mesh of the same size centred on $\Gamma$ changes them by about $0.02$, $0.04$ and $0.02$ in size. The negative density is therefore not an effect of the coarse mesh. Which parts of the zone produce this minimum was not resolved. For the compact basis no negative density appears between 0 and 6 eV at the printed precision. The numerical output below lists the values for the $8\times8\times8$ mesh.

## What the positive sign does not settle

For the upper state of the diffuse basis, Löwdin's s weight is $0.44$. This is not a measured s content. The squared amplitude on the normalized s sum is only $0.1205^2\approx0.015$. Löwdin's "s" function is a mixture of the s and p sums, and the squared amplitude on that mixture is a different number.

It also depends on normalization. If $\phi_\mu$ is multiplied by $\lambda$, then $c_\mu$ is divided by $\lambda$ and $(Sc)_\mu$ is multiplied by it, so $M_\mu$ is unchanged. The square root of $S$ has no such invariance. The value $0.44$ holds for orbitals normalized in free space, whose Bloch sums have unequal norms. If the two Bloch sums are first scaled to unit norm, the diagonal and off-diagonal elements of $S^{1/2}$ are

$$\tfrac12\left(\sqrt{1.934}\pm\sqrt{0.066}\right)\approx0.824,\;0.567 .$$

With coefficients $2.482$ and $-2.785$, the s weight becomes $(0.824\times2.482-0.567\times2.785)^2\approx0.22$. The same state has half the s weight, and both answers are nonnegative.

## The model beside real silicon

The lattice constant is that of silicon, and the form factors are round values in the usual range for its local pseudopotentials. The plane-wave solution puts the upper X level $1.03$ eV above the valence top (larger plane-wave cutoffs lower this by about $0.01$ eV). Along the line from $\Gamma$ to X the conduction minimum of the model lies about $0.85$ of the way to X, at $0.89$ eV. This value, not the X level, is the one to set beside the real gap of roughly $1.1$ eV, whose minimum is likewise near X but not at it. The orbital basis is much cruder. Relative to plane waves in the same potential, the upper X level is too high by $1.1$ to $1.2$ eV, depending on the plane-wave cutoff, for the diffuse set and $1.6$ eV for the compact one, and the valence bands by $1.2$ to $1.3$ and $0.6$ eV on average over a sample of the mesh. These errors come from the small orbital set, which has a single Gaussian per shell and no d functions. Both restrictions matter; by the variational principle, adding functions of either kind cannot raise the levels. The weight depends on the chosen width even in its sign: reducing the width from $0.14$ to $0.10$ nm moves $M_s$ from $-0.30$ to $0.35$. Changing the whole potential by $\mp10\%$ at $0.14$ nm gives $-0.24$ and $-0.35$. Changing any one form factor by $20\%$ up or down keeps the weight between about $-0.40$ and about $-0.16$, but halving $V_3$ alone makes it positive. Spin–orbit coupling, self-consistency and lattice vibration are left out. The model therefore shows how a negative weight arises; it doesn't predict one for a given silicon calculation.

For the decision at the start, the condition $C^\dagger SC=1$, with all eigenstates included, checks that the coefficients and the overlap matrix belong together. The two sum rules follow from it but are weaker: a violation reveals an error, while, with three or more orbitals, a wrong overlap matrix can still satisfy both. None of these conditions checks the Hamiltonian, since they hold for the eigenstates of any Hermitian matrix. If $C^\dagger SC=1$ holds, a negative weight by itself is no sign of an error. Setting $-0.299$ to zero would leave a state with total weight $1.299$. If nonnegative shares are needed, Löwdin weights supply them, provided that the orbital set and its normalization are reported and held fixed between the materials compared. If a conclusion about orbital character changes when the diffuse functions are altered, it is not a property of the band alone.

## Computed results

```
lattice constant 0.543 nm; form factors -2.9, 0.5, 1.1 eV
hbar^2 Q^2/2m = 5.101 eV; mesh 8^3; broadening 0.2 eV
equal pair, antibonding: Mulliken 0.500, 0.500
plane waves: X upper s-p level 1.030 eV above valence top
--- width 0.14 nm, X point, energies from valence top
normalized s-p overlap 0.9343
s level -7.344, p level -5.386, H12/S12 -6.904 eV
eigenvalues -7.485, 2.161 eV
upper state coefficients (unit Bloch sums): s 2.4819, p -2.7853
upper state amplitudes <s|psi> -0.1205, <p|psi> -0.4664
upper state s: net term 6.1598, overlap term -6.4589
lower: Mulliken s 1.2991, p -0.2991; Lowdin s 0.5577, p 0.4423
upper: Mulliken s -0.2991, p 1.2991; Lowdin s 0.4423, p 0.5577
lowest s-projected DOS, 0 to 6 eV: Mulliken -0.30947 /eV at 3.74 eV
same energy: Lowdin 0.24480, total 0.68866 /eV
lowest Mulliken s weight on mesh, all bands -1.511
mean valence-band basis error 1.235 eV; X upper level error 1.132 eV
--- width 0.10 nm, X point, energies from valence top
normalized s-p overlap 0.7736
s level -7.108, p level -5.871, H12/S12 -9.121 eV
eigenvalues -7.731, 2.595 eV
upper state coefficients (unit Bloch sums): s 1.4289, p -1.5298
upper state amplitudes <s|psi> 0.2455, <p|psi> -0.4244
upper state s: net term 2.0418, overlap term -1.6910
lower: Mulliken s 0.6492, p 0.3508; Lowdin s 0.5263, p 0.4737
upper: Mulliken s 0.3508, p 0.6492; Lowdin s 0.4737, p 0.5263
lowest s-projected DOS, 0 to 6 eV: Mulliken 0.00000 /eV at 1.20 eV
same energy: Lowdin 0.00000, total 0.00284 /eV
lowest Mulliken s weight on mesh, all bands -0.000
mean valence-band basis error 0.597 eV; X upper level error 1.566 eV
--- two-wave picture and sensitivity
alpha 20.84 deg (width 0.14 nm), beta 27.84 deg
upper s weight: estimate -0.3025, full pair -0.2991
width of zero s weight: 0.1238 nm, estimate 0.1213 nm
potential x 0.9: upper s weight, width 0.14 nm: -0.2438
potential x 1.1: upper s weight, width 0.14 nm: -0.3457
```
